**P(E) theory for a tunnel junction with an Ohmic resistor: numerical tests**

The program tests the zero-temperature law $dI/dV\propto V^{2r}$ with its prefactor, where $r=Re^2/h$, $R$ is the series resistor, $C$ the junction capacitance and $P(E)$ the probability density for giving energy $E$ to the circuit. It asserts that the phase correlator $J(t)$ agrees with a diagonalized circuit of 800 bath oscillators, and that $e^{J}$ agrees with matrix elements for a single oscillator. An integral equation solved without Fourier transforms gives the low-energy prefactor of $P(E)$, with energies in units of $\hbar/RC$, as 0.5358, against 0.5356 from the formula, and a mean energy of 160.2 µeV, equal to $e^2/2C$ at the digits shown. Fourier inversion at three resistances gives exponents within $10^{-4}$ of $2r$. At 20 mK, detailed balance holds to a relative deviation of $1.5\times10^{-5}$ over the tested energies, and the thermal crossover formula is asserted to within 1% at three voltages. The output also tabulates conductances from 5 to 80 µV and sizes several neglected effects. The largest computed one is the resistor's assumed stray capacitance, which raises the low-energy conductance by about 12%.

## Program and output

```python
"""
P(E) theory of a tunnel junction in series with an Ohmic resistor.

Result under test: with r = R e^2/h, tau = R C and T = 0,
  dI/dV = (1/R_T) exp(-2 gamma r) (e V tau/hbar)^(2r) / Gamma(1+2r)
for e V << hbar/tau, together with detailed balance P(-E) = exp(-E/kT) P(E),
the norm of P(E), its mean energy e^2/2C, and the thermal crossover.

Symbols: R resistor, C junction capacitance, R_T tunnelling resistance,
J(t) phase correlator, P(E) probability density to give energy E to the circuit.
Internal units: time in tau, energy in hbar/tau, conductance in 1/R_T.
b = (hbar/tau)/kT is the inverse temperature; e^2/2C equals pi*r in these units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, eigh
from scipy.special import gamma, loggamma, exp1, expi

EULER = np.euler_gamma

# ---------------------------------------------------------------- parameters
R, C, R_T, T = 10e3, 0.5e-15, 1e6, 0.020
C_STRAY = 0.25e-15
e, hbar, k_B = const.e, const.hbar, const.k
R_K = const.h / e**2
r = R / R_K
tau = R * C
unit_J = hbar / tau
unit_ueV = unit_J / e * 1e6
b = unit_J / (k_B * T)


# ---------------------------------------------------------------- correlators
def correlator_thermal(t, r, b, terms=3000):
    """J(t) for t >= 0 at finite temperature, summed over Matsubara frequencies."""
    t = np.asarray(t, dtype=float)
    nu1 = 2 * np.pi / b
    q = np.exp(-nu1 * t)
    power = np.ones_like(t)
    total = np.zeros_like(t)
    for n in range(1, terms + 1):
        power = power * q
        nu = n * nu1
        total += (1 - power) / (nu * (1 - nu**2))
    relax = 1 - np.exp(-t)
    total += relax * (0.5 - 0.25 * b / np.tan(b / 2))
    real = -(2 * np.pi * r / b) * (t - relax + 2 * total)
    return real - 1j * np.pi * r * relax


def correlator_zero(t, r):
    """J(t) for t > 0 at zero temperature."""
    if t < 40:
        rest = 0.5 * (np.exp(t) * exp1(t) - np.exp(-t) * expi(t))
    else:
        rest = -(1 / t**2 + 6 / t**4 + 120 / t**6)
    return -2 * r * (np.log(t) + EULER + rest) - 1j * np.pi * r * (1 - np.exp(-t))


def conductance_zero(v, r):
    """Integral of P(E) up to v at T = 0, by Fourier inversion of exp(J)."""
    def kernel(t):
        return np.exp(correlator_zero(t, r)) / t
    near = quad(lambda t: (kernel(t) * np.exp(1j * v * t)).imag, 0, 1,
                epsabs=1e-11, limit=200)[0]
    opts = dict(wvar=abs(v), epsabs=1e-10, limlst=300, limit=300)
    far_cos = quad(lambda t: kernel(t).imag, 1, np.inf, weight='cos', **opts)[0]
    far_sin = quad(lambda t: kernel(t).real, 1, np.inf, weight='sin', **opts)[0]
    return 0.5 + (near + far_cos + np.sign(v) * far_sin) / np.pi


def law(v, r):
    return np.exp(-2 * EULER * r) * v**(2 * r) / gamma(1 + 2 * r)


# ------------------------- test: electron factor of the tunnelling rate
def fermi(x):
    return 1 / (np.exp(x) + 1)


for x in (-1.5, 0.7, 4.0):
    overlap = quad(lambda y: fermi(y) * (1 - fermi(y + x)), -40, 40,
                   points=[-x, 0], limit=200)[0]
    assert abs(overlap - x / (1 - np.exp(-x))) < 1e-7

# ------------------------- test: Gaussian average, one oscillator by matrices
dim, rho, beta_osc = 140, 0.8, 1.0
lower = np.diag(np.sqrt(np.arange(1, dim)), 1)
shift = np.abs(expm(1j * np.sqrt(rho) * (lower + lower.T)))**2
level = np.arange(dim)
m = level[:50]
weight = np.exp(-beta_osc * m) * (1 - np.exp(-beta_osc))
prob = shift[:, :50] * weight
gain = level[:, None] - m[None, :]
for t in (0.4, 1.7, 3.0):
    direct = np.sum(prob * np.exp(-1j * gain * t))
    J_osc = rho * ((np.cos(t) - 1) / np.tanh(beta_osc / 2) - 1j * np.sin(t))
    assert abs(direct - np.exp(J_osc)) < 1e-8
osc_mean = np.sum(prob * gain)
assert abs(osc_mean - rho) < 1e-8

# ------------------------- test: J(t) from a diagonalized circuit of LC modes
n_modes, step, b_test = 800, 0.1, 5.0
w_bath = (np.arange(n_modes) + 0.5) * step
inv_L = 2 * step / np.pi
# modes above the cutoff respond as a small extra capacitance
C0 = 1 + 2 / (np.pi * n_modes * step)
D = np.zeros((n_modes + 1, n_modes + 1))
D[0, 0] = n_modes * inv_L / C0
D[0, 1:] = D[1:, 0] = -np.sqrt(inv_L / C0) * w_bath
D[np.arange(1, n_modes + 1), np.arange(1, n_modes + 1)] = w_bath**2
w2, modes = eigh(D)
amp = np.pi * r * modes[0]**2 / C0
w = np.sqrt(w2[1:])
circuit_dev = 0.0
for t in (0.3, 1.0, 3.0, 10.0):
    J_sum = np.sum(amp[1:] / w * ((np.cos(w * t) - 1) / np.tanh(b_test * w / 2)
                                  - 1j * np.sin(w * t)))
    J_sum += amp[0] * (-t**2 / b_test - 1j * t)  # freely moving mode
    circuit_dev = max(circuit_dev,
                      abs(J_sum - correlator_thermal(t, r, b_test)))
assert circuit_dev < 1e-3

# ------------------------- test: integral equation at T = 0, no Fourier step
a = 2 * r
h, n_grid = 0.02, 10000
E = h * np.arange(n_grid + 1)
m0 = np.diff(E**a) / a
m1 = np.diff(E**(a + 1)) / (a + 1)
left = (E[1:] * m0 - m1) / h
right = (m1 - E[:-1] * m0) / h
w_node = np.zeros(n_grid + 1)
w_node[:-1] += left
w_node[1:] += right
lorentz = 1 / (1 + E**2)
u = np.ones(n_grid + 1)            # P(E) = A * E^(a-1) * u(E), u(0) = 1
wu = np.zeros(n_grid + 1)
wu[0] = w_node[0]
for n in range(1, n_grid + 1):
    s = np.dot(wu[:n], lorentz[n:0:-1])
    u[n] = a * s / (E[n]**a - a * right[n - 1])
    wu[n] = w_node[n] * u[n]
P_end = E[-1]**(a - 1) * u[-1]
norm = np.sum(wu) + 0.5 * E[-1] * P_end
mean_volterra = (np.sum(wu * E) + E[-1]**2 * P_end) / norm
A_volterra = 1 / norm
A_formula = np.exp(-a * EULER) / gamma(a)
tail_ratio = E[-1]**3 * P_end / norm / a
assert abs(A_volterra / A_formula - 1) < 1e-3
assert abs(mean_volterra / (np.pi * r) - 1) < 1e-3
assert abs(tail_ratio - 1) < 0.03  # next term of the tail is of order 1/E

# ------------------------- test: exponent and prefactor by Fourier inversion
slopes = []
for r_test in (0.15, r, 0.8):
    g1, g2 = conductance_zero(0.01, r_test), conductance_zero(0.02, r_test)
    slope = np.log(g2 / g1) / np.log(2)
    slopes.append((r_test, slope))
    assert abs(slope - 2 * r_test) < 2e-3
    assert abs(g1 / law(0.01, r_test) - 1) < 2e-3
no_gain = conductance_zero(-0.05, r)   # a circuit at T = 0 gives no energy
assert abs(no_gain) < 1e-6

# ------------------------- P(E) at the working temperature
dt, half = 0.02, 65536
f = np.exp(correlator_thermal(dt * np.arange(half), r, b))
f[0] *= 0.5
n_fft = 2 * half
P = dt / np.pi * (n_fft * np.fft.ifft(f, n_fft)).real
E_T = 2 * np.pi * np.fft.fftfreq(n_fft, dt)
dE = E_T[1]
k = np.arange(1, int(6 / (b * dE)))
balance_dev = np.max(np.abs(P[-k] / P[k] * np.exp(b * E_T[k]) - 1))
assert balance_dev < 2e-3
sel = (E_T > -1) & (E_T < 60)
E_top, P_top = E_T[sel].max(), P[sel][np.argmax(E_T[sel])]
mean_thermal = np.sum(E_T[sel] * P[sel]) * dE + E_top**2 * P_top
assert abs(mean_thermal / (np.pi * r) - 1) < 2e-3


def bose_factor(x):
    safe = np.where(np.abs(x) < 1e-12, 1.0, x)
    return np.where(np.abs(x) < 1e-12, 1 / b, safe / (-np.expm1(-b * safe)))


def current_full(v):
    use = (E_T > -40 / b) & (E_T < v + 40 / b)
    rate = np.sum(bose_factor(v - E_T[use]) * P[use]) * dE
    return -np.expm1(-b * v) * rate


def current_scaling(v, b):
    g2 = np.exp(2 * loggamma(1 + r + 1j * b * v / (2 * np.pi)).real)
    return (2 / b * np.exp(-2 * EULER * r) * (2 * np.pi / b)**(2 * r)
            * np.sinh(b * v / 2) * g2 / gamma(2 + 2 * r))


def slope_of(func, v, d=5e-4):
    return (func(v + d) - func(v - d)) / (2 * d)


for v in (0.005, 0.05, 0.1):
    assert abs(current_full(v) / current_scaling(v, b) - 1) < 0.01
G0_full = slope_of(current_full, 0.0)
G0_formula = (np.exp(-2 * EULER * r) * (2 * np.pi / b)**(2 * r)
              * gamma(1 + r)**2 / gamma(2 + 2 * r))
assert abs(G0_full / G0_formula - 1) < 0.01

# ------------------------- table of conductances
rows = []
for V_uV in (5, 10, 20, 40, 80):
    v = V_uV / unit_ueV
    g_zero = conductance_zero(v, r)
    up, down = 1.05 * v, v / 1.05
    span = np.log(up / down)
    n_zero = np.log(conductance_zero(up, r) / conductance_zero(down, r)) / span
    g_T = slope_of(current_full, v)
    n_T = np.log(slope_of(current_full, up) / slope_of(current_full, down)) / span
    rows.append((V_uV, law(v, r), g_zero, g_T, n_zero, n_T))
# far above kT the thermal current formula must return the T = 0 conductance
assert abs(rows[3][3] / rows[3][2] - 1) < 0.01


# ------------------------- neglected effects at the working bias
def conductance_factor(impedance, cap):
    """Low-energy conductance relative to the plain R, C circuit."""
    def integrand(x):
        w = np.exp(x)
        changed = (1 / (1j * w * cap + 1 / impedance(w))).real
        return changed - 1 / (1 + w**2)
    return np.exp(-2 * r * quad(integrand, -14, 14, limit=400)[0])


def line(w):
    s = np.sqrt(1j * w * C_STRAY / C)
    return np.tanh(s) / s


assert abs(conductance_factor(lambda w: 1.0, 1.3) / 1.3**(2 * r) - 1) < 1e-4
stray_factor = conductance_factor(line, 1.0)

V_work = 20e-6
v_work = e * V_work / unit_J
I_work = current_full(v_work) * unit_J / e / R_T
lorenz = np.pi**2 * k_B**2 / (3 * e**2)
T_hot = np.sqrt(T**2 + 2 * I_work * V_work * R / lorenz)
b_hot = unit_J / (k_B * T_hot)
G_cold = slope_of(lambda x: current_scaling(x, b), v_work)
G_hot = slope_of(lambda x: current_scaling(x, b_hot), v_work)

# ---------------------------------------------------------------- output
print(f"resistor R = {R/1e3:.1f} kOhm, capacitance C = {C*1e15:.2f} fF")
print(f"tunnelling resistance R_T = {R_T/1e3:.0f} kOhm, T = {T*1e3:.0f} mK")
print(f"resistance quantum h/e^2 = {R_K/1e3:.3f} kOhm")
print(f"r = R e^2/h = {r:.4f}, exponent 2r = {2*r:.4f}")
print(f"RC = {tau*1e12:.2f} ps, hbar/RC = {unit_ueV:.1f} ueV")
print(f"charging energy e^2/2C = {e**2/(2*C)/e*1e6:.1f} ueV")
print(f"thermal energy kT = {k_B*T/e*1e6:.3f} ueV, ratio (hbar/RC)/kT = {b:.2f}")
print("--- tests")
print(f"circuit diagonalization: largest deviation in J = {circuit_dev:.1e}")
print(f"one oscillator: mean energy = {osc_mean:.6f}, expected {rho:.6f} (hbar omega)")
print(f"integral equation: P(E) prefactor = {A_volterra:.5f}, formula {A_formula:.5f}")
print(f"mean energy at T=0 = {mean_volterra*unit_ueV:.2f} ueV (integral equation)")
print(f"mean energy at {T*1e3:.0f} mK = {mean_thermal*unit_ueV:.2f} ueV (thermal P(E))")
print(f"tail: E^3 P(E)/2r at E = {E[-1]:.0f} hbar/RC is {tail_ratio:.4f}")
for r_test, slope in slopes:
    print(f"r = {r_test:.4f}: computed exponent {slope:.5f}, 2r = {2*r_test:.5f}")
print(f"weight of P(E) below -0.05 hbar/RC at T=0 = {abs(no_gain):.1e}")
print(f"detailed balance: largest relative deviation = {balance_dev:.1e}")
print("--- conductance in units of 1/R_T, and local exponents")
print("V(uV)  law(T=0)  full(T=0)  full(T)  exponent(T=0)  exponent(T)")
for V_uV, g_law, g_zero, g_T, n_zero, n_T in rows:
    print(f"{V_uV:4d}   {g_law:.4f}    {g_zero:.4f}     {g_T:.4f}   "
          f"{n_zero:.4f}         {n_T:.4f}")
print(f"zero-bias conductance at T: full {G0_full:.4f}, formula {G0_formula:.4f} (1/R_T)")
print(f"--- neglected effects at V = {V_work*1e6:.0f} uV")
print(f"current I = {I_work*1e12:.3f} pA, power IV = {I_work*V_work*1e18:.1f} aW")
print(f"stray capacitance {C_STRAY*1e15:.2f} fF: conductance factor {stray_factor:.4f}")
print(f"hot end of resistor, upper estimate = {T_hot*1e3:.2f} mK")
print(f"conductance change by that heating = {100*(G_hot/G_cold-1):.2f} %")
print(f"series voltage drop IR/V = {100*I_work*R/V_work:.3f} %")
print(f"overlap of events I RC/e = {I_work*tau/e:.2e}")
print(f"tunnelling expansion parameter R_K/R_T = {R_K/R_T:.4f}")
print("every check passed")
```

Output:

```
resistor R = 10.0 kOhm, capacitance C = 0.50 fF
tunnelling resistance R_T = 1000 kOhm, T = 20 mK
resistance quantum h/e^2 = 25.813 kOhm
r = R e^2/h = 0.3874, exponent 2r = 0.7748
RC = 5.00 ps, hbar/RC = 131.6 ueV
charging energy e^2/2C = 160.2 ueV
thermal energy kT = 1.723 ueV, ratio (hbar/RC)/kT = 76.38
--- tests
circuit diagonalization: largest deviation in J = 5.8e-05
one oscillator: mean energy = 0.800000, expected 0.800000 (hbar omega)
integral equation: P(E) prefactor = 0.53581, formula 0.53561
mean energy at T=0 = 160.22 ueV (integral equation)
mean energy at 20 mK = 160.31 ueV (thermal P(E))
tail: E^3 P(E)/2r at E = 200 hbar/RC is 1.0190
r = 0.1500: computed exponent 0.29996, 2r = 0.30000
r = 0.3874: computed exponent 0.77474, 2r = 0.77481
r = 0.8000: computed exponent 1.59993, 2r = 1.60000
weight of P(E) below -0.05 hbar/RC at T=0 = 1.9e-13
detailed balance: largest relative deviation = 1.5e-05
--- conductance in units of 1/R_T, and local exponents
V(uV)  law(T=0)  full(T=0)  full(T)  exponent(T=0)  exponent(T)
   5   0.0548    0.0548     0.0597   0.7744         0.4644
  10   0.0938    0.0937     0.0924   0.7730         0.7546
  20   0.1605    0.1600     0.1589   0.7676         0.7805
  40   0.2747    0.2708     0.2702   0.7471         0.7503
  80   0.4700    0.4457     0.4453   0.6774         0.6784
zero-bias conductance at T: full 0.0443, formula 0.0443 (1/R_T)
--- neglected effects at V = 20 uV
current I = 1.890 pA, power IV = 37.8 aW
stray capacitance 0.25 fF: conductance factor 1.1177
hot end of resistor, upper estimate = 20.76 mK
conductance change by that heating = -0.05 %
series voltage drop IR/V = 0.094 %
overlap of events I RC/e = 5.90e-05
tunnelling expansion parameter R_K/R_T = 0.0258
every check passed
```
